# Why periodic-image errors largely cancel in Cu⁺ migration but not insertion

## 1. Two errors from the same cell

A Gaussian charge of $+1$, standing for Cu⁺, is placed in a model porous dielectric with effective permittivity $k=2.5$. The material is repeated periodically with a cubic cell of side 15 Å. Midway between two pores the electrostatic charging energy comes out as 1.043 eV, whereas extrapolation to an infinitely large cell gives 1.581 eV. The periodic result is too low by 0.538 eV. Now move the ion 3 Å, to the wall of a pore. The energy difference between the two positions is 0.284 eV in the same small cell and 0.294 eV in the limit, an error of only 0.011 eV.

The cell is equally small in both cases. What differs is the state being subtracted: a neutral cell for insertion, an equally charged cell for migration. To see why this matters, the image error is split into its parts.

## 2. Conventions

The algebra uses atomic units. The ion and the charge that rearranges with it have density $\rho(\mathbf r)$, with

$$q=\int\rho\,d^3r,\qquad \mathbf d=\int\rho\,\mathbf r\,d^3r,\qquad Q=\int\rho\,r^2\,d^3r .$$

The medium is first taken as linear, isotropic and uniform, with relative permittivity $k$. Its polarization is contained in $k$ and is not counted again in $\rho$. The cell is a cube of volume $L^3$, and $\rho$ is confined to a region small compared with $L$.

An infinite lattice of charges has a finite energy per cell only if it is neutral, so a uniform density $-q/L^3$ is added. The energy per cell is

$$E_{\rm per}=\frac12\int_{\rm cell}\left(\rho-\frac q{L^3}\right)\phi_{\rm per}\,d^3r .$$

Because the bracket integrates to zero, a constant added to $\phi_{\rm per}$ changes nothing. We choose a potential of zero mean. The background term then vanishes, leaving $E_{\rm per}=\frac12\int\rho\,\phi_{\rm per}\,d^3r$. The isolated ion has $E_{\rm iso}=\frac12\int\rho\,\phi_{\rm iso}\,d^3r$.

Let $\psi(\mathbf r)$ be the zero-mean periodic potential of a unit point charge minus its isolated potential $1/(kr)$. It contains the images and the background. By superposition,

$$E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'. \tag{1}$$

Only the relative position $\mathbf r-\mathbf r'$ enters. In a uniform medium, moving the whole ion rigidly therefore leaves the image error unchanged.

## 3. The shape of the image potential

Near the origin the singular term has been removed, and the only remaining source is the background of density $-1/L^3$. Poisson's equation gives

$$\nabla^2\psi=-\frac{4\pi}{k}\left(-\frac1{L^3}\right)=\frac{4\pi}{kL^3}.$$

Since $\nabla^2r^2=6$, the function $2\pi r^2/(3kL^3)$ accounts for this source. What is left obeys Laplace's equation and can be expanded in harmonic polynomials. Inversion symmetry removes those of odd degree, and cubic symmetry allows none of degree two. After the constant, the next one has degree four. The only length in the lattice is $L$, so

$$\psi(\mathbf r)=\frac1k\left[-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right)\right]. \tag{2}$$

To find the number $\alpha$, set $L=k=1$ and divide space into unit cubes, each holding a point charge $+1$ and a uniform density $-1$. Each cube is neutral and, by symmetry, has no dipole or quadrupole. Its potential $u$ falls as $R^{-5}$, so the sum over cubes converges without ambiguity. Let $\phi(0)$ be this sum at a point charge, with that charge's own $1/r$ omitted.

This sum does not have zero mean. Its mean over a cell equals $\int u\,d^3r$ over all space, because the shifted cubes together cover space once. With $\nabla^2u=-4\pi\rho_c$, where $\rho_c$ is the density of one cube, Green's identity gives

$$6\int u\,d^3r=\int u\,\nabla^2r^2\,d^3r=\int r^2\nabla^2u\,d^3r=-4\pi\int\rho_c r^2\,d^3r .$$

The surface term at radius $R$ scales as $R^{-2}$ and vanishes. The point charge contributes nothing to the last integral. The uniform density contributes $-3\times\frac1{12}=-\frac14$, since the mean of $x^2$ in a unit cube is $\frac1{12}$. The mean potential is therefore $\frac{4\pi}{6}\times\frac14=\pi/6$. Subtracting it gives $-\alpha=\phi(0)-\pi/6$, or

$$\alpha=\frac{\pi}{6}-\phi(0).$$

A direct sum over $17\times17\times17$ cubes gives 2.8374. An Ewald sum, which converges much faster, gives 2.837297. The positive $\alpha$ means that the ion's attraction to the neutralizing background outweighs its repulsion from the images. The raw periodic energy is too low.

## 4. The two contributions to the error

Insert (2) into (1). The constant multiplies $\iint\rho\rho'=q^2$. For the quadratic part,

$$\iint\rho\rho'\,|\mathbf r-\mathbf r'|^2
=\iint\rho\rho'\,(r^2+r'^2-2\mathbf r\cdot\mathbf r')
=2qQ-2d^2 .$$

Including the factor $\frac12$ from (1),

$$E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2kL}+\frac{2\pi}{3kL^3}\left(qQ-d^2\right)+O(L^{-5}). \tag{3}$$

The first term knows the total charge, the permittivity and the cell, and nothing else. The second knows the shape of the charge. It does not depend on the choice of origin: shifting all positions by $\mathbf a$ adds $2q\,\mathbf a\cdot\mathbf d+q^2a^2$ to both $qQ$ and $d^2$.

## 5. Insertion: the monopole term survives

For $q=1$ the insertion energy is

$$E_{\rm ins}=E[\text{host}+\text{Cu}^+]-E[\text{host}]-\mu_{\rm Cu}+\mu_e ,$$

where $\mu_{\rm Cu}$ is the chemical potential of neutral copper and $\mu_e$ that of the electron removed from it. Only the first term is a charged cell. Neither the neutral host nor the reservoirs contain a compensating monopole, so nothing removes the first term of (3). The correction to be added is

$$\frac{\alpha q^2}{2kL}\;\rightarrow\;\frac{14.39965\times2.837297}{2\times2.5\times15}\ \text{eV}=0.545\ \text{eV}.$$

Here 14.39965 eV Å is $e^2/4\pi\varepsilon_0$. Placing $\mu_e$ on the same potential scale as the charged cell is a separate alignment step and is not part of the 0.545 eV.

Two limits show what controls the size. With no screening, $k=1$, the same cell would need 1.362 eV. A low-k dielectric is closer to this limit than a strongly polarizable solid is, and the correction is correspondingly large. Enlarging the cell helps slowly: at $k=2.5$ the leading error falls to 0.05 eV only when $L=163$ Å.

## 6. Migration: the shape term remains

The barrier is $E_m=E[\text{saddle}]-E[\text{site}]$. Both cells have the same $q$, $k$ and $L$, so the first term of (3) subtracts to zero:

$$E_{m,\rm per}-E_{m,\rm iso}=\frac{2\pi}{3kL^3}\,\Delta\!\left(qQ-d^2\right)+O(L^{-5}). \tag{4}$$

Each cell still carries its error of roughly half an electronvolt. The cancellation is a property of the difference.

To weigh the remainder, take a Gaussian of width 1 Å at the stable site. A Gaussian has $Q=3q\times(\text{width})^2$, so $qQ-d^2=3.00$ in units of $e^2$Å$^2$. At the saddle, let the charge be polarized: Gaussians of the same width with charges $1.4$, $-0.3$ and $-0.1$ at $x=0$, $2$ and $-2$ Å. These are chosen model values. Then

$$Q=3-0.3\times4-0.1\times4=1.4,\qquad d=-0.6+0.2=-0.4,$$

and $qQ-d^2=1.4-0.16=1.24$. The prefactor in (4) is 0.00357 eV per $e^2$Å$^2$ at $L=15$ Å, so the predicted barrier error is $(1.24-3.00)\times0.00357=-0.0063$ eV.

Explicit lattice sums, compared with the isolated energies, give errors of $-0.5340$ eV for the site and $-0.5403$ eV for the saddle. Their difference is $-0.0063$ eV, as predicted. Doubling $L$ halves the individual errors approximately, to $-0.2710$ and $-0.2718$ eV. It reduces the barrier error eightfold, to $-0.0008$ eV.

## 7. Pores: does the cancellation survive?

A porous dielectric is not uniform, and an ion near a pore has different surroundings from one in the matrix. The argument from rigid translation no longer applies. A scaling argument for $L$ much larger than the pore spacing $a$ replaces it.

Far from the ion the medium acts as a uniform one with the effective permittivity $k$. Gauss's law fixes the total flux of the displacement field by $q$, so the local environment cannot alter the distant monopole. It can add an effective dipole $\mathbf p$ and higher moments, which depend on the site. The contributions to the image energy are then:

- The lattice of monopoles with its background gives $-\alpha q^2/(2kL)$ at every site.
- The potential of the image dipoles vanishes at the ion by inversion symmetry. Their field scales as $p/L^3$, so their interaction with the ion's own effective dipole scales as $p^2/L^3$.
- The field of the monopole images and background vanishes at the ion and grows as $qr/L^3$ around it. Over the distance $a$ on which pores distort the potential, this gives energies of order $q^2a^2/L^3$.

Apart from its effect on $k$, heterogeneity thus enters the image error at order $L^{-3}$, with a coefficient that depends on the site. The $1/L$ coefficient does not.

The numerical example tests the statement about the $1/L$ coefficient. The ion is again a Gaussian of width 1 Å. Each 15 Å cell has one pore of radius 4.5 Å with permittivity 1 inside and a smooth wall. A sharp-walled pore of this radius would fill 11% of the cell; the smooth profile gives a slightly larger average. A matrix permittivity of 2.749 makes the effective value, found from the response to a uniform field, equal to 2.500. The material is held fixed while the supercell grows to 2, 3 and 4 repeats per side.

| $L$ (Å) | midway (eV) | pore wall (eV) | difference (eV) |
|---:|---:|---:|---:|
| 15 | 1.0434 | 1.3270 | 0.2836 |
| 30 | 1.3102 | 1.6028 | 0.2926 |
| 45 | 1.4003 | 1.6941 | 0.2938 |
| 60 | 1.4455 | 1.7396 | 0.2941 |
| limit | 1.5813 | 1.8755 | 0.2942 |

The limits come from solving for a constant, a $1/L$ term and a $1/L^3$ term at each site, using the three larger cells. Higher powers of $1/L$ are left out, which makes the fourth decimal of the single-site limits uncertain by a few units and that of the difference by about one. Adding a 90 Å cell and a $1/L^5$ term moves the limits to 1.5815, 1.8758 and 0.2943 eV and brings both $1/L$ coefficients to within 0.0002 eV of the formula. The $1/L$ coefficient was left free. Expressed at 15 Å, it is $-0.5436$ eV midway between pores and $-0.5429$ eV at the wall. The formula with the separately computed effective permittivity gives $-0.5447$ eV. The two sites agree with it to within 0.4%, and with each other to 0.0007 eV.

Adding the leading correction to the small-cell energy midway between pores gives $1.0434+0.5447=1.5881$ eV, which is 0.007 eV above the limit. For the difference between sites, no monopole correction is needed. Its raw error is $-0.0105$ eV, or 1.9% of the leading term and 3.6% of the extrapolated difference.

From 15 to 30 Å this error falls by a factor of roughly 6 to 7, depending on how the limit is extrapolated; a pure $L^{-3}$ law would give 8. The still smaller errors at 45 and 60 Å cannot establish the exponent: the residual mismatch of the two $1/L$ coefficients alone amounts to about 0.0002 eV at 60 Å.

The 0.294 eV that remains in the limit is not an image error. The ion's field is strongest close to it, and at the wall more of that strong field lies in the unpolarizable pore. Such a difference in polarization energy is physical and belongs in a barrier. Its size here, however, depends strongly on the chosen width of the Gaussian: a narrower charge has a stronger near field and gives a larger difference.

## 8. When the cancellation fails

**The charge changes.** If the total charge changes from $q_1$ to $q_2$, the leading correction to the energy difference is $\alpha(q_2^2-q_1^2)/(2kL)$. For Cu²⁺ the single-cell correction is 2.179 eV, so a comparison of Cu²⁺ with Cu⁺ needs $2.179-0.545=1.634$ eV.

**The cells differ.** With one configuration in a 15 Å cell and the other in a 30 Å cell, half of the leading term remains, 0.27 eV.

**The allowed relaxation differs.** The permittivity must describe the response that the calculation permits. If the atoms of the host are frozen at the positions they have in the neutral host, only electrons screen. With a rough electronic permittivity of 2.0 the correction is 0.681 eV. Comparing a saddle in such a host with a relaxed site would leave a mismatch of $0.681-0.545=0.136$ eV, besides the missing relaxation energy itself. If instead the host is frozen at the positions relaxed around the charged site, the ionic polarization is retained and the leading term still cancels; in the uniform model a 1.5 Å shift of the ion then leaves about 0.002 eV at 15 Å, falling as $L^{-3}$.

**The charge delocalizes.** Expansion (2) needs a charge distribution small compared with the cell. In the extreme case of a charge spread uniformly, $\rho-q/L^3=0$ and $E_{\rm per}=0$. There is then no localized monopole for the leading term to describe. A path between localized and spread-out charge therefore has no assured cancellation.

## 9. Weighing the result for a real dielectric

The example lies in the rough regime of porous organosilicate glass, for which $k$ near 2.5 is typical. Its identical pores on a cubic lattice are an idealization, since real pores are irregular. Ignoring the pores altogether would remove the 0.294 eV difference found here, a far larger change than the image error in that difference. Chemical bonding between Cu⁺ and the network is also absent, and the width of the Gaussian is a chosen value, so 0.294 eV is not a predicted migration barrier. An average field of 1 MV/cm along a 3 Å hop, if uniform, would lower a barrier at the midpoint by about 0.015 eV. Along the hop modelled here the local field is about three quarters of the average, so a midpoint barrier would be lowered by about 0.011 eV, while the site difference, which spans the full 3 Å, would shift by about 0.023 eV. Elastic interaction between images is another omission. For a fixed cell volume $V$, a bulk modulus $B$ and a relaxation volume $\Delta V$, its scale is $\frac12B(\Delta V)^2/V$. Rough inputs of 10 GPa and 20 Å$^3$ give 0.004 eV.

At 400 K, $k_BT=0.0345$ eV. With the chemical potentials held fixed and the ions dilute, leaving out the 0.545 eV correction would raise the calculated equilibrium Cu⁺ concentration by a factor of about $7\times10^6$. If the site difference were the whole barrier and the rate prefactor were fixed, its raw error of $-0.0105$ eV would overestimate the hopping rate by a factor of 1.36. The wall position is not a maximum of the model energy, which keeps rising toward the pore centre, and the residual error depends on the pair of sites: between the midway point and the pore centre it is $-0.051$ eV at 15 Å, a rate factor of about 4. The same small cell can therefore be serviceable for a barrier between sites of similar surroundings and, without correction, useless for a solubility. The remaining values are in the numerical output.

## Table of computed values

```
Coulomb constant e^2/(4 pi eps0): 14.39965 eV angstrom
Madelung constant, Ewald: 2.837297
Madelung constant, neutral cubes: 2.83739
Cell side: 15.0 angstrom = 1.50 nm; k = 2.5
Leading correction, q=1: 0.5447 eV
Leading correction, q=2: 2.1790 eV
Leading correction, q=1, k=1: 1.3619 eV
Side for leading error 0.05 eV: 163 angstrom
HOMOGENEOUS MEDIUM, Gaussian width 1.0 angstrom
Saddle charges (e): [ 1.4 -0.3 -0.1] at x (angstrom): [ 0.  2. -2.]
qQ-d^2, site: 3.000 e^2 angstrom^2
qQ-d^2, saddle: 1.240 e^2 angstrom^2
L^-3 energy per e^2 angstrom^2 at 15 angstrom: 0.00357 eV
L=15 angstrom, periodic-isolated: site -0.53402, saddle -0.54034, barrier -0.00632 eV
L=30 angstrom, periodic-isolated: site -0.27103, saddle -0.27182, barrier -0.00079 eV
POROUS MEDIUM
Pore radius 4.5 angstrom, wall width 0.8 angstrom, pore k 1
Pore volume fraction: 0.113
Matrix k: 2.7493; effective k: 2.5000
Hop from midway between pores to pore wall: 3.0 angstrom
L=15 angstrom: E_mid 1.0434, E_wall 1.3270, difference 0.2836 eV
L=30 angstrom: E_mid 1.3102, E_wall 1.6028, difference 0.2926 eV
L=45 angstrom: E_mid 1.4003, E_wall 1.6941, difference 0.2938 eV
L=60 angstrom: E_mid 1.4455, E_wall 1.7396, difference 0.2941 eV
Extrapolated: E_mid 1.5813, E_wall 1.8755, difference 0.2942 eV
Extracted 1/L term at 15 angstrom: mid -0.5436, wall -0.5429 eV
Extracted 1/L^3 term at 15 angstrom: mid 0.0051, wall -0.0098 eV
Raw charging-energy error, mid, 15 angstrom: -0.5379 eV
Corrected charging energy, mid: 1.5881 eV
Error left after correction, mid: 0.0068 eV
Error of site difference, L=15 angstrom: -0.01054 eV
Error of site difference, L=30 angstrom: -0.00155 eV
Error of site difference, L=45 angstrom: -0.00034 eV
Error of site difference, L=60 angstrom: -0.00007 eV
Site-difference error / leading term, 15 angstrom: 0.0193
NEGLECTED EFFECTS, rough inputs
Frozen-ion k 2.0: leading correction 0.6809 eV
Elastic images (bulk modulus 10 GPa, relaxation volume 20 angstrom^3): 0.0037 eV
Barrier lowering by 1 MV/cm over half the hop: 0.0150 eV
kT at 400 K: 0.03447 eV
Boltzmann factor of leading error: 7.30e+06
Boltzmann factor of site-difference error: 1.358
```
